# Where autocatalytic adsorption is fastest: a program that tests the result

```python
"""Autocatalytic adsorption: dx/dt = r(x) = (k + c x)(1 - x), x(0) = 0.
x: filled fraction of sites; k: unassisted rate constant (1/s);
c: rate constant for help from filled sites (1/s); t: time (s).
Result under test: for c > k the rate peaks at x = (c - k)/(2c), at time
ln(c/k)/(k + c), with value (k + c)^2/(4c); for c <= k it only falls.
The program also sizes effects that this rate law leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad


def uptake_rate(x, k, c):
    return (k + c * x) * (1 - x)


def integrate(rate, t_end, x0=0.0, points=2001):
    times = np.linspace(0, t_end, points)
    run = solve_ivp(lambda t, y: [rate(y[0])], (0, t_end), [x0],
                    method="DOP853", t_eval=times, rtol=1e-11, atol=1e-13)
    assert run.success
    return times, run.y[0]


def slopes(t, x):
    return (x[2:] - x[:-2]) / (t[2:] - t[:-2])


def find_peak(t, x):
    """Time, coverage and height of the greatest slope of a trace."""
    v = slopes(t, x)
    i = int(np.argmax(v))
    assert 0 < i < len(v) - 1, "no interior maximum"
    left, mid, right = v[i - 1:i + 2]
    shift = 0.5 * (left - right) / (left - 2 * mid + right)
    step = t[1] - t[0]
    return (t[i + 1] + shift * step, x[i + 1] + shift * step * mid,
            mid - 0.25 * (left - right) * shift)


# Peak laws against numerical integration, c > k
scan = []
for k_test, c_test in [(1, 1.2), (1, 2), (1, 5), (1, 20), (0.01, 3)]:
    total = k_test + c_test
    t_law = np.log(c_test / k_test) / total
    x_law = (c_test - k_test) / (2 * c_test)
    t, x = integrate(lambda y: uptake_rate(y, k_test, c_test),
                     t_law + 8 / total)
    t_num, x_num, r_num = find_peak(t, x)
    assert abs(x_num - x_law) < 1e-4
    assert abs(t_num - t_law) < 1e-4
    assert abs(r_num / (total**2 / (4 * c_test)) - 1) < 1e-4
    if k_test == 1:
        scan.append((c_test, x_num, r_num))

# Steady deceleration for c <= k, including inhibition (c < 0)
for c_test in (1.0, 0.5, 0.0, -0.5):
    t, x = integrate(lambda y: uptake_rate(y, 1.0, c_test), 4.0)
    assert np.all(np.diff(slopes(t, x)) < 0)

# Role of the starting coverage when c/k = 5 (peak law gives 0.4)
t, x = integrate(lambda y: uptake_rate(y, 1.0, 5.0), 1.5, x0=0.2)
assert abs(find_peak(t, x)[1] - 0.4) < 1e-4
t, x = integrate(lambda y: uptake_rate(y, 1.0, 5.0), 1.5, x0=0.45)
assert np.all(np.diff(slopes(t, x)) < 0)

# Closed-form coverage, on both sides of the threshold
for c_test in (0.5, 5.0):
    total = 1 + c_test
    t, x = integrate(lambda y: uptake_rate(y, 1.0, c_test), 3.0)
    centre = np.log(c_test) / total
    closed = ((c_test - 1) / (2 * c_test) + total / (2 * c_test)
              * np.tanh(total * (t - centre) / 2))
    assert np.max(np.abs(x - closed)) < 1e-8
    pulse = total**2 / (4 * c_test) / np.cosh(total * (t - centre) / 2)**2
    assert np.max(np.abs(slopes(t, x) - pulse[1:-1])) < 1e-4

# Worked example: inputs
pressure_torr = 0.1
temperature = 523.0          # K
molar_mass = 174.4           # g/mol, bis(diethylamino)silane
site_density = 2.0           # 1/nm^2
stick_bare = 2e-5
stick_help = 1e-4
residence = 0.1              # s, gas residence time
gap_mm = 7.0                 # wafer-to-lid gap, both faces take up gas
barrier_ev = 1.6             # desorption barrier
attempt = 1e13               # 1/s

pressure = pressure_torr * const.torr
thermal = const.k * temperature
mass = molar_mass * 1e-3 / const.N_A
flux = pressure / np.sqrt(2 * np.pi * mass * thermal) * 1e-18
k = stick_bare * flux / site_density
c = stick_help * flux / site_density
x_star = (c - k) / (2 * c)
trace_t, trace_x = integrate(lambda y: uptake_rate(y, k, c), 1.5)
t_peak, x_peak, r_peak = find_peak(trace_t, trace_x)
assert abs(x_peak - x_star) < 1e-4


def fill_time(x):
    return np.log((k + c * x) / (k * (1 - x))) / (k + c)


for level in (0.5, 0.99):
    direct = quad(lambda y: 1 / uptake_rate(y, k, c), 0, level)[0]
    assert abs(direct / fill_time(level) - 1) < 1e-7
langmuir_99 = quad(lambda y: 1 / (k * (1 - y)), 0, 0.99)[0]

# Gas supply: relative pressure f rises from zero and is consumed
gas_per_area = pressure / thermal * gap_mm * 1e-3 * 1e-18
site_to_gas = 2 * site_density / gas_per_area


def gas_run(k_run, c_run):
    def rhs(t, y):
        r = uptake_rate(y[0], k_run, c_run)
        return [y[1] * r, (1 - y[1]) / residence - site_to_gas * y[1] * r,
                y[1]]
    times = np.linspace(0, 1.5, 4001)
    run = solve_ivp(rhs, (0, 1.5), [0, 0, 0], method="DOP853",
                    t_eval=times, rtol=1e-11, atol=1e-13)
    assert run.success
    x, f, exposure = run.y
    t_max, x_max, r_max = find_peak(times, x)
    f_max = np.interp(t_max, times, f)
    f_slope = np.interp(t_max, times, np.gradient(f, times))
    return x, exposure, t_max, x_max, r_max, f_max, f_slope


x, exposure, t_gas, x_gas, r_gas, f_gas, fdot_gas = gas_run(k, c)
assert abs(x_gas - (x_star + fdot_gas / (2 * c * f_gas**2))) < 5e-4
per_exposure = slopes(exposure, x)
x_exposure = x[1:-1][np.argmax(per_exposure)]
assert abs(x_exposure - x_star) < 3e-3       # grid step in coverage
_, _, t_lang, x_lang, _, f_lang, fdot_lang = gas_run(k, 0.0)
assert abs(fdot_lang / (k * f_lang**2) - 1) < 2e-3

# Quasi-steady depletion, exaggerated: lower peak at the same coverage
beta_test = 0.5
t, x = integrate(lambda y: uptake_rate(y, k, c)
                 / (1 + beta_test * uptake_rate(y, k, c)), 3.0)
_, x_dep, r_dep = find_peak(t, x)
assert abs(x_dep - x_star) < 1e-3 and r_dep < 0.9 * r_peak
depletion = site_to_gas * residence * r_peak

# Desorption, exaggerated for the test, then sized for the example
d_test = 0.5
t, x = integrate(lambda y: uptake_rate(y, k, c) - d_test * y, 1.5)
assert abs(find_peak(t, x)[1] - (c - k - d_test) / (2 * c)) < 1e-4
desorb = attempt * np.exp(-barrier_ev * const.e / thermal)

# Temperature error of 10 K, equal prefactors of the two channels
barrier_gap = thermal * np.log(c / k)
ratio_hot = np.exp(barrier_gap / (const.k * (temperature + 10)))
x_hot = (ratio_hot - 1) / (2 * ratio_hot)


# Exact master equation on a 3 by 3 periodic lattice, neighbour help only
def initial_acceleration(k_run, c_run):
    neighbours = [[3 * ((i + 1) % 3) + j, 3 * ((i - 1) % 3) + j,
                   3 * i + (j + 1) % 3, 3 * i + (j - 1) % 3]
                  for i in range(3) for j in range(3)]
    generator = np.zeros((512, 512))
    for state in range(512):
        for site in range(9):
            if not state >> site & 1:
                filled = sum(state >> n & 1 for n in neighbours[site])
                rate = k_run + c_run * filled / 4
                generator[state, state | 1 << site] += rate
                generator[state, state] -= rate
    coverage = np.array([bin(s).count("1") / 9 for s in range(512)])
    return (generator @ (generator @ coverage))[0]


for c_test in (0.5, 1.0, 5.0):
    assert abs(initial_acceleration(1.0, c_test) - (c_test - 1)) < 1e-10


# Large square lattice: fixed adsorbates, or sites mixed at every step
def lattice_run(mixed, seed, size=300):
    rng = np.random.default_rng(seed)
    filled = np.zeros((size, size), dtype=np.int8)
    site_rate = k + c * np.arange(5) / 4
    step = 0.02 / (k + c)
    chance = (1 - np.exp(-site_rate * step)).astype(np.float32)
    coverages, rates = [], []
    while True:
        if mixed:
            filled = rng.permutation(filled.ravel()).reshape(size, size)
        near = (np.roll(filled, 1, 0) + np.roll(filled, -1, 0)
                + np.roll(filled, 1, 1) + np.roll(filled, -1, 1))
        counts = np.bincount(near[filled == 0], minlength=5)
        coverages.append(filled.mean())
        rates.append(counts @ site_rate / filled.size)
        if coverages[-1] > 0.95:
            break
        hit = rng.random((size, size), dtype=np.float32) < chance[near]
        filled = filled | hit.astype(np.int8)
    curve = np.polynomial.Polynomial.fit(coverages, rates, 6)
    grid = np.linspace(0, 0.95, 9501)
    values = curve(grid)
    best = int(np.argmax(values))
    seen = (curve(x_star) / (1 - x_star) - k) / c
    return grid[best], values[best], seen


mix_x, mix_r, mix_seen = lattice_run(True, 1)
assert abs(mix_x - x_star) < 0.01
assert abs(mix_r / r_peak - 1) < 0.01
assert abs(mix_seen - x_star) < 0.01
local = np.array([lattice_run(False, seed) for seed in (2, 3, 4, 5)])
local_x, local_r, local_seen = local.mean(axis=0)
local_err = local.std(axis=0, ddof=1) / np.sqrt(len(local))
assert local_seen < x_star - 5 * local_err[2]
assert local_r < r_peak - 5 * local_err[1]

print("INPUTS")
print(f"pressure {pressure_torr} Torr, temperature {temperature:.0f} K")
print(f"molar mass {molar_mass} g/mol, sites {site_density} per nm^2")
print(f"sticking: bare {stick_bare:.0e}, help {stick_help:.0e}")
print(f"gas residence {residence} s, gap {gap_mm} mm")
print(f"desorption barrier {barrier_ev} eV, prefactor {attempt:.0e} 1/s")
print("IDEAL RATE LAW")
print(f"impingement flux {flux:.4g} per nm^2 per s")
print(f"k = {k:.4f} 1/s, c = {c:.4f} 1/s, c/k = {c / k:.3f}")
print(f"peak coverage: formula {x_star:.4f}, integrated {x_peak:.4f}")
print(f"peak time: formula {np.log(c / k) / (k + c):.4f} s,"
      f" integrated {t_peak:.4f} s")
print(f"peak rate: formula {(k + c)**2 / (4 * c):.4f} 1/s,"
      f" integrated {r_peak:.4f} 1/s")
print(f"peak rate / initial rate {r_peak / k:.4f}")
print(f"time to 50 % {fill_time(0.5):.4f} s, to 99 % {fill_time(0.99):.4f} s")
print(f"Langmuir time to 99 %, same k: {langmuir_99:.4f} s")
for moment in (0.0, 0.1, 0.2, 0.3, 0.5, 0.8):
    here = np.interp(moment, trace_t, trace_x)
    print(f"t {moment:.1f} s: coverage {here:.4f},"
          f" rate {uptake_rate(here, k, c):.4f} 1/s")
print("SCAN (integrated, c > k)")
for ratio, x_num, r_num in scan:
    print(f"c/k {ratio}: peak coverage {x_num:.4f}, peak/initial {r_num:.4f}")
print("NEGLECTED: NEIGHBOUR CLUSTERING (square lattice)")
print(f"mixed-site check: peak coverage {mix_x:.3f}, rate {mix_r:.3f} 1/s")
print(f"fixed sites: peak coverage {local_x:.3f} +- {local_err[0]:.3f}")
print(f"fixed sites: peak rate {local_r:.3f} +- {local_err[1]:.3f} 1/s")
print(f"filled share of neighbours of empty sites at coverage {x_star:.2f}:"
      f" {local_seen:.3f}")
print("NEGLECTED: GAS SUPPLY")
print(f"gas in gap {gas_per_area:.3f} molecules per nm^2 of wafer")
print(f"uptake / feed at ideal peak {100 * depletion:.2f} %")
print(f"peak in time: {t_gas:.4f} s, coverage {x_gas:.4f},"
      f" rate {r_gas:.4f} 1/s")
print(f"relative pressure at that peak {f_gas:.4f}")
print(f"peak against exposure: coverage {x_exposure:.3f}")
print(f"Langmuir (c = 0) with pressure rise: false peak at {t_lang:.4f} s,"
      f" coverage {x_lang:.4f}")
print("NEGLECTED: DESORPTION AND TEMPERATURE ERROR")
print(f"desorption constant {desorb:.2e} 1/s,"
      f" peak coverage shift {-desorb / (2 * c):.1e}")
print(f"barrier difference {barrier_gap / const.e:.4f} eV")
print(f"10 K hotter: c/k {ratio_hot:.3f}, peak coverage {x_hot:.4f}")
print("all tests passed")
```

Running it gives:

```
INPUTS
pressure 0.1 Torr, temperature 523 K
molar mass 174.4 g/mol, sites 2.0 per nm^2
sticking: bare 2e-05, help 1e-04
gas residence 0.1 s, gap 7.0 mm
desorption barrier 1.6 eV, prefactor 1e+13 1/s
IDEAL RATE LAW
impingement flux 1.163e+05 per nm^2 per s
k = 1.1631 1/s, c = 5.8156 1/s, c/k = 5.000
peak coverage: formula 0.4000, integrated 0.4000
peak time: formula 0.2306 s, integrated 0.2306 s
peak rate: formula 2.0936 1/s, integrated 2.0936 1/s
peak rate / initial rate 1.8000
time to 50 % 0.2788 s, to 99 % 0.9154 s
Langmuir time to 99 %, same k: 3.9593 s
t 0.0 s: coverage 0.0000, rate 1.1631 1/s
t 0.1 s: coverage 0.1440, rate 1.7125 1/s
t 0.2 s: coverage 0.3361, rate 2.0699 1/s
t 0.3 s: coverage 0.5425, rate 1.9756 1/s
t 0.5 s: coverage 0.8411, rate 0.9620 1/s
t 0.8 s: coverage 0.9778, rate 0.1517 1/s
SCAN (integrated, c > k)
c/k 1.2: peak coverage 0.0833, peak/initial 1.0083
c/k 2: peak coverage 0.2500, peak/initial 1.1250
c/k 5: peak coverage 0.4000, peak/initial 1.8000
c/k 20: peak coverage 0.4750, peak/initial 5.5125
NEGLECTED: NEIGHBOUR CLUSTERING (square lattice)
mixed-site check: peak coverage 0.400, rate 2.094 1/s
fixed sites: peak coverage 0.354 +- 0.002
fixed sites: peak rate 1.844 +- 0.001 1/s
filled share of neighbours of empty sites at coverage 0.40: 0.326
NEGLECTED: GAS SUPPLY
gas in gap 12.925 molecules per nm^2 of wafer
uptake / feed at ideal peak 6.48 %
peak in time: 0.3461 s, coverage 0.4220, rate 1.9212 1/s
relative pressure at that peak 0.9189
peak against exposure: coverage 0.400
Langmuir (c = 0) with pressure rise: false peak at 0.2344 s, coverage 0.1517
NEGLECTED: DESORPTION AND TEMPERATURE ERROR
desorption constant 3.82e-03 1/s, peak coverage shift -3.3e-04
barrier difference 0.0725 eV
10 K hotter: c/k 4.851, peak coverage 0.3969
all tests passed
```
